**Nuclear quadrupole Hamiltonian from an explicit charge model**

The program tests $H_Q=\dfrac{eQ}{2I(2I-1)}\sum_{ij}I_iV_{ij}I_j$ for $I\ge1$, where $\mathbf I$ is the dimensionless nuclear spin, $V_{ij}$ the traceless second derivatives of the outside potential, and $eQ$ the mean of the charge tensor $3z^2-r^2$ in the state $m=I$. It builds a charge with orbital momentum and intrinsic spin coupled to $I$, and asserts that all nine components of its charge tensor match the spin formula for $I=1$, $3/2$, $5/2$ and $3$; the largest printed mismatch is $2\times10^{-14}$. For three couplings with $I=0$ or $1/2$ it asserts that the tensor vanishes within the level, although a matrix element of 0.5657 remains between $p_{1/2}$ and $p_{3/2}$. The complete Coulomb energy, integrated numerically on a sphere, is asserted to equal monopole plus quadrupole for $p_{3/2}$, while for $d_{5/2}$ the remainder falls by a factor of 32 when the distances of the outside charges double at fixed nuclear radius. Further assertions cover the common second-order shift for $p_{1/2}$, the principal-axis form, and the effect of a trace in $V_{ij}$. In the worked example the spin formula and the rescaled direct Coulomb integral both give 409.626 kHz.

## Program and output

```python
"""Test of the nuclear quadrupole Hamiltonian
    H = e Q / (2 I (2I-1)) * sum_ij I_i V_ij I_j      (I >= 1)
and of its absence for I = 0 and 1/2.
I_i : dimensionless spin matrices;  V_ij : traceless second derivatives of
the outside potential at the nucleus;  e Q : expectation value of the charge
tensor 3z^2 - r^2 in the state with m = I.
Model nucleus: one charge with orbital momentum l on a sphere, coupled to an
intrinsic spin s to give total spin I. Its charge tensors and its complete
Coulomb energy are integrated numerically and compared with the spin formula.
Scaled units in the tests: charge 1, sphere radius 1, Coulomb constant 1.
"""
from math import factorial
import numpy as np
from scipy import constants as const
from scipy.special import lpmv

# Integration grid on the unit sphere
nodes, node_weights = np.polynomial.legendre.leggauss(40)
n_phi = 80
phi_values = 2 * np.pi * np.arange(n_phi) / n_phi
cos_t = np.repeat(nodes, n_phi)
phi = np.tile(phi_values, len(nodes))
weights = np.repeat(node_weights, n_phi) * 2 * np.pi / n_phi
sin_t = np.sqrt(1 - cos_t**2)
points = np.stack([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t], axis=1)
delta = np.eye(3)


def spin_matrices(j):
    """Spin matrices x, y, z in the order m = j, j-1, ..., -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2 + 0j,
            (raising - raising.T) / 2j, np.diag(m) + 0j]


def harmonics(l):
    """Spherical harmonics on the grid, rows m = l, ..., -l."""
    rows = []
    for m in range(l, -l - 1, -1):
        k = abs(m)
        norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                       * factorial(l - k) / factorial(l + k))
        y = norm * lpmv(k, l, cos_t) * np.exp(1j * k * phi)
        rows.append(y if m >= 0 else (-1)**k * y.conj())
    return np.array(rows)


def coupled_states(l, s, j):
    """Columns |j m>, m = j..-j, built from the top state by lowering."""
    dim_l, dim_s = 2 * l + 1, int(round(2 * s)) + 1
    total = [np.kron(a, np.eye(dim_s)) + np.kron(np.eye(dim_l), b)
             for a, b in zip(spin_matrices(l), spin_matrices(s))]
    unit = np.eye(dim_l * dim_s)
    off_j = sum(a @ a for a in total) - j * (j + 1) * unit
    off_m = total[2] - j * unit
    values, vectors = np.linalg.eigh(off_j @ off_j + off_m @ off_m)
    assert abs(values[0]) < 1e-10
    states = [vectors[:, 0]]
    lowering = total[0] - 1j * total[1]
    for step in range(int(round(2 * j))):
        m = j - step
        states.append(lowering @ states[-1]
                      / np.sqrt(j * (j + 1) - m * (m - 1)))
    return np.array(states).T


def charge_matrix(function, l, s, left, right=None):
    """Matrix elements of a function of position, integrated on the grid."""
    right = left if right is None else right
    y = harmonics(l)
    orbital = (y.conj() * (weights * function)) @ y.T
    full = np.kron(orbital, np.eye(int(round(2 * s)) + 1))
    return left.conj().T @ full @ right


def tensor_function(i, k):
    return 3 * points[:, i] * points[:, k] - delta[i, k]


def spin_tensor(j, i, k):
    spin = spin_matrices(j)
    return (1.5 * (spin[i] @ spin[k] + spin[k] @ spin[i])
            - delta[i, k] * j * (j + 1) * np.eye(len(spin[0])))


def quadrupole_hamiltonian(moment, gradient, j):
    spin = spin_matrices(j)
    total = sum(gradient[i, k] * spin[i] @ spin[k]
                for i in range(3) for k in range(3))
    return moment / (2 * j * (2 * j - 1)) * total


def potential(where, charges, places):
    return sum(q / np.linalg.norm(where - p, axis=-1)
               for q, p in zip(charges, places))


def field_gradient(charges, places):
    return sum(q * (3 * np.outer(p, p) - p @ p * delta)
               / np.linalg.norm(p)**5 for q, p in zip(charges, places))


def principal_values(gradient):
    values = np.linalg.eigvalsh(gradient)
    vx, vy, vz = values[np.argsort(np.abs(values))]
    return vx, vy, vz, (vx - vy) / vz


def largest(matrix):
    return np.abs(matrix).max()


# Charge tensor against spin tensor, all nine components
print("Charge tensor inside one level, radius^2 = 1 (dimensionless)")
moments = {}
for l, s, j in [(1, 1, 1), (1, .5, 1.5), (2, .5, 2.5), (2, 1, 3)]:
    states = coupled_states(l, s, j)
    q = charge_matrix(tensor_function(2, 2), l, s, states)[0, 0].real
    error = max(largest(charge_matrix(tensor_function(i, k), l, s, states)
                        - q / (j * (2 * j - 1)) * spin_tensor(j, i, k))
                for i in range(3) for k in range(3))
    assert abs(q) > 0.1 and error < 1e-11
    moments[(l, s, j)] = q
    print(f"l={l} s={s} I={j}: Q/<r^2> = {q:.6f}, max mismatch {error:.0e}")
assert abs(moments[(1, .5, 1.5)] + 2 / 5) < 1e-12

for l, s, j in [(1, 1, 0), (1, .5, .5), (2, 1.5, .5)]:
    states = coupled_states(l, s, j)
    size = max(largest(charge_matrix(tensor_function(i, k), l, s, states))
               for i in range(3) for k in range(3))
    spin_size = max(largest(spin_tensor(j, i, k))
                    for i in range(3) for k in range(3))
    assert size < 1e-12 and spin_size < 1e-12
    print(f"l={l} s={s} I={j}: largest charge-tensor element {size:.0e}")

# The operator itself survives between different levels
p_half = coupled_states(1, .5, .5)
p_three = coupled_states(1, .5, 1.5)
link = largest(charge_matrix(tensor_function(2, 2), 1, .5, p_half, p_three))
assert link > 0.1
print(f"Largest 3z^2-r^2 element between p1/2 and p3/2: {link:.4f}")

# Complete Coulomb energy with charges in general positions
test_charges = [1.0, -2.0, 1.5]
test_places = np.array([[3., 2., 2.], [-3., 1., 4.], [1., -5., 1.]])
gradient = field_gradient(test_charges, test_places)
h = 0.003
numeric = np.zeros((3, 3))
for i in range(3):
    for k in range(3):
        for a in (1, -1):
            for b in (1, -1):
                shift = h * (a * delta[i] + b * delta[k])
                numeric[i, k] += a * b * potential(
                    shift, test_charges, test_places) / (4 * h * h)
# tolerance covers the second-order error of the finite differences
assert largest(numeric - gradient) < 1e-4 * largest(gradient)

centre_field = np.linalg.norm(sum(
    q * p / np.linalg.norm(p)**3 for q, p in zip(test_charges, test_places)))
assert centre_field > 0.01
outside = potential(points, test_charges, test_places)
centre = potential(np.zeros(3), test_charges, test_places)
direct = charge_matrix(outside, 1, .5, p_three)
model = quadrupole_hamiltonian(moments[(1, .5, 1.5)], gradient, 1.5)
p_error = largest(direct - centre * np.eye(4) - model)
assert largest(model) > 1e-3 and p_error < 1e-12
print("Coulomb energy, three charges in general positions (scaled units)")
print(f"field strength at nucleus: {centre_field:.4f}")
print(f"p3/2: largest quadrupole element {largest(model):.6f}")
print(f"p3/2: energy minus monopole minus quadrupole {p_error:.0e}")

# Spin 1/2: no splitting in first order, common shift in second order
half = charge_matrix(outside, 1, .5, p_half)
assert largest(half - centre * np.eye(2)) < 1e-12
coupling = charge_matrix(outside, 1, .5, p_half, p_three)
second = coupling @ coupling.conj().T
assert second[0, 0].real > 1e-6
assert largest(second - second[0, 0] * np.eye(2)) < 1e-13
print(f"p1/2: first-order splitting {np.ptp(np.linalg.eigvalsh(half)):.0e}")
print(f"p1/2: second-order coupling squared {second[0, 0].real:.3e} * unit")

# d5/2: the remainder is the rank-4 multipole
d_five = coupled_states(2, .5, 2.5)
remainders = []
for factor in (1, 2):
    places = factor * test_places
    exact = charge_matrix(potential(points, test_charges, places),
                          2, .5, d_five)
    quad = quadrupole_hamiltonian(moments[(2, .5, 2.5)],
                                  field_gradient(test_charges, places), 2.5)
    rest = exact - potential(np.zeros(3), test_charges, places) * np.eye(6)
    remainders.append(largest(rest - quad))
    print(f"d5/2, distances x{factor}: remainder/quadrupole = "
          f"{remainders[-1] / largest(quad):.5f}")
fall = remainders[0] / remainders[1]
assert abs(fall - 32) < 1e-5
print(f"d5/2: remainder falls by {fall:.4f} when distances double")

# Principal-axis form against the tensor form, tilted axes, I = 5/2
vx, vy, vz, eta = principal_values(gradient)
sx, sy, sz = spin_matrices(2.5)
axis_form = vz / (4 * 2.5 * 4) * (3 * sz @ sz - 2.5 * 3.5 * np.eye(6)
                                 + eta * (sx @ sx - sy @ sy))
assert np.allclose(np.linalg.eigvalsh(axis_form), np.linalg.eigvalsh(
    quadrupole_hamiltonian(1.0, gradient, 2.5)), atol=1e-13, rtol=0)

# Potential with charge at the nucleus: second derivatives with a trace
curvature = np.array([[1., .3, 0.], [.3, 2., -.4], [0., -.4, .5]])
trace = np.trace(curvature)
bowl = 0.5 * np.einsum("ni,ij,nj->n", points, curvature, points)
direct = charge_matrix(bowl, 1, .5, p_three)
q_p = moments[(1, .5, 1.5)]
shift = trace / 6 * np.eye(4)
proper = shift + quadrupole_hamiltonian(q_p, curvature - trace / 3 * delta, 1.5)
careless = shift + quadrupole_hamiltonian(q_p, curvature, 1.5)
assert largest(direct - proper) < 1e-12
excess = careless - direct
assert abs(excess[0, 0]) > 0.1
assert largest(excess - excess[0, 0] * np.eye(4)) < 1e-12
print(f"Trace of V = {trace:.1f}: scalar energy trace/6 = {trace / 6:.6f}")
print(f"Trace left in I.V.I: false common shift {excess[0, 0].real:.6f}")

# Worked example: p3/2 proton, four point charges
e, planck = const.e, const.h
coulomb = 1 / (4 * np.pi * const.epsilon_0)
mean_r2 = 10e-30
unit_length = 0.05e-9
charges = [1., 1., -1., -1.]
places = np.array([[0., 0., 4.], [0., 0., -4.], [6., 0., 0.], [-6., 0., 0.]])
tensor = field_gradient(charges, places * unit_length) * coulomb * e
vx, vy, vz, eta = principal_values(tensor)
moment = q_p * mean_r2
levels = np.linalg.eigvalsh(
    quadrupole_hamiltonian(e * moment, tensor, 1.5)) / planck
frequency = levels[-1] - levels[0]
root = np.sqrt(1 + eta**2 / 3)
quarter = abs(e * moment * vz) / (4 * planck)
assert np.allclose(levels, quarter * root * np.array([-1, -1, 1, 1]),
                   rtol=1e-10, atol=0)
scaled = np.linalg.eigvalsh(charge_matrix(
    potential(points, charges, places), 1, .5, p_three))
scaled_gap = scaled[-1] - scaled[0]
direct_frequency = (scaled_gap * coulomb * e**2 * mean_r2
                    / unit_length**3 / planck)
assert abs(direct_frequency / frequency - 1) < 1e-9

print("Worked example, I = 3/2")
print(f"<r^2> of the proton: {mean_r2 * 1e30:.1f} fm^2")
print(f"Q = {moment * 1e30:.3f} fm^2 = {moment * 1e28:.4f} barn")
print(f"+e at z = +-{places[0, 2] * unit_length * 1e9:.2f} nm, "
      f"-e at x = +-{places[2, 0] * unit_length * 1e9:.2f} nm")
for name, i in (("x", 0), ("y", 1), ("z", 2)):
    print(f"V along laboratory {name}: {tensor[i, i] / 1e20:.4f} e20 V/m^2")
print(f"Principal Vxx, Vyy, Vzz: {vx / 1e20:.4f}, {vy / 1e20:.4f}, "
      f"{vz / 1e20:.4f} e20 V/m^2")
print(f"eta = {eta:.5f}, sqrt(1+eta^2/3) = {root:.5f}")
print(f"e Q Vzz / h = {e * moment * vz / planck / 1e3:.3f} kHz")
print("Levels / h:", ", ".join(f"{x / 1e3:.3f}" for x in levels), "kHz")
print(f"Resonance frequency from H: {frequency / 1e3:.3f} kHz")
print(f"Scaled gap from direct Coulomb integral: {scaled_gap:.8f}")
print(f"Frequency from direct integral: {direct_frequency / 1e3:.3f} kHz")
print(f"Splitting energy: {planck * frequency / e:.3e} eV")
print("tests ok")
```

Printed output:

```
Charge tensor inside one level, radius^2 = 1 (dimensionless)
l=1 s=1 I=1: Q/<r^2> = 0.200000, max mismatch 2e-14
l=1 s=0.5 I=1.5: Q/<r^2> = -0.400000, max mismatch 1e-14
l=2 s=0.5 I=2.5: Q/<r^2> = -0.571429, max mismatch 2e-14
l=2 s=1 I=3: Q/<r^2> = -0.571429, max mismatch 2e-14
l=1 s=1 I=0: largest charge-tensor element 6e-15
l=1 s=0.5 I=0.5: largest charge-tensor element 7e-15
l=2 s=1.5 I=0.5: largest charge-tensor element 8e-15
Largest 3z^2-r^2 element between p1/2 and p3/2: 0.5657
Coulomb energy, three charges in general positions (scaled units)
field strength at nucleus: 0.1086
p3/2: largest quadrupole element 0.004306
p3/2: energy minus monopole minus quadrupole 5e-16
p1/2: first-order splitting 3e-17
p1/2: second-order coupling squared 6.255e-05 * unit
d5/2, distances x1: remainder/quadrupole = 0.01370
d5/2, distances x2: remainder/quadrupole = 0.00342
d5/2: remainder falls by 32.0000 when distances double
Trace of V = 3.5: scalar energy trace/6 = 0.583333
Trace left in I.V.I: false common shift -0.291667
Worked example, I = 3/2
<r^2> of the proton: 10.0 fm^2
Q = -4.000 fm^2 = -0.0400 barn
+e at z = +-0.20 nm, -e at x = +-0.30 nm
V along laboratory x: -5.7332 e20 V/m^2
V along laboratory y: -2.5333 e20 V/m^2
V along laboratory z: 8.2665 e20 V/m^2
Principal Vxx, Vyy, Vzz: -2.5333, -5.7332, 8.2665 e20 V/m^2
eta = 0.38710, sqrt(1+eta^2/3) = 1.02467
e Q Vzz / h = -799.529 kHz
Levels / h: -204.813, -204.813, 204.813, 204.813 kHz
Resonance frequency from H: 409.626 kHz
Scaled gap from direct Coulomb integral: 0.01470591
Frequency from direct integral: 409.626 kHz
Splitting energy: 1.694e-09 eV
tests ok
```
